# Helium in the Dirac-Hartree-Fock approximation: solution and first-order check

## Problem

Two electrons occupy the 1s shell of helium. The nucleus is a fixed point charge \(Z=2\), and the electrons repel each other through the Coulomb interaction alone.

(a) Find the total energy in the Dirac-Hartree-Fock (DHF) approximation and in its nonrelativistic limit, Hartree-Fock (HF).

(b) Does first-order perturbation theory in \(1/c^2\), using only the HF orbital, account for the difference?

The algebra is in atomic units, where \(c=137.035999\). The rest energy \(c^2\) of each electron is subtracted throughout. Numerical energies are in eV, with the main results also in hartree (1 hartree = 27.211386 eV).

## First estimate by scaling

An electron bound to a charge \(\zeta\) has a speed of order \(\zeta\) and a binding energy of order \(\zeta^2\). Relativity changes the energy by a relative amount of order \((\zeta/c)^2\), so the shift scales as \(\zeta^4/c^2\). The one-electron Dirac energy supplies the factor. For the 1s state, derived below as equation (5),

\[
\varepsilon=c^2\left(\sqrt{1-\zeta^2/c^2}-1\right)=-\frac{\zeta^2}{2}-\frac{\zeta^4}{8c^2}-\frac{\zeta^6}{16c^4}-\dots
\]

Two electrons therefore give a shift of about \(-\zeta^4/4c^2\).

To choose \(\zeta\), put both electrons in the nonrelativistic orbital \(P=2\zeta^{3/2}re^{-\zeta r}\). Their kinetic energy is \(\zeta^2\) and their nuclear attraction is \(-2Z\zeta\). One electron produces the repulsion potential \(Y=1/r-(1/r+\zeta)e^{-2\zeta r}\), so the repulsion energy is

\[
\int_0^\infty P^2Y\,dr=4\zeta^3\left(\frac{1}{4\zeta^2}-\frac{1}{16\zeta^2}-\frac{1}{32\zeta^2}\right)=\frac58\zeta .
\]

The sum \(\zeta^2-2Z\zeta+\tfrac58\zeta\) is smallest at \(\zeta=Z-\tfrac5{16}=1.6875\). With \(\zeta^4=8.109\) and \(c^2=18778.87\),

\[
-\frac{8.109}{4\times18778.87}=-1.08\times10^{-4}\ \text{hartree},
\]

or \(-0.0029\) eV. Without screening, \(\zeta=2\) would give \(-0.0058\) eV. The shift should thus be a few thousandths of an eV.

## Solution of the DHF problem

### Radial form

The Hamiltonian is

\[
H=\sum_{i=1}^{2}\left[c\,\boldsymbol\alpha_i\cdot\mathbf p_i+(\beta_i-1)c^2-\frac{Z}{r_i}\right]+\frac1{r_{12}} .
\]

The wave function is one determinant, built from two spin partners with common radial functions:

\[
\psi=\frac1r\begin{pmatrix}P(r)\,\chi\\-iQ(r)\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\chi\end{pmatrix},\qquad \int_0^\infty(P^2+Q^2)\,dr=1 .
\]

Here \(\chi\) is spin up or spin down, divided by \(\sqrt{4\pi}\).

The Dirac operator couples the components through \(c\,\boldsymbol\sigma\cdot\mathbf p\), with \(\mathbf p=-i\nabla\). Since \(\nabla(P/r)=\hat{\mathbf r}\,(P'-P/r)/r\),

\[
\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\chi=-\frac ir\left(P'-\frac Pr\right)(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi .
\]

For the lower component use \((\boldsymbol\sigma\cdot\nabla)(\boldsymbol\sigma\cdot\mathbf F)=\nabla\cdot\mathbf F+i\boldsymbol\sigma\cdot(\nabla\times\mathbf F)\). The field \(\mathbf F=\hat{\mathbf r}\,Q/r\) has no curl, and its divergence is \((Q/r)'+2Q/r^2=(Q'+Q/r)/r\). The two factors \(-i\) multiply to \(-1\), so

\[
\boldsymbol\sigma\cdot\mathbf p\left[-i\frac Qr(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi\right]=-\frac1r\left(Q'+\frac Qr\right)\chi .
\]

The one-body energy of an electron follows by taking the expectation value:

\[
I=\int_0^\infty\left[-\frac Zr(P^2+Q^2)-cP\left(Q'+\frac Qr\right)+cQ\left(P'-\frac Pr\right)-2c^2Q^2\right]dr .
\]

Partial integration turns \(-PQ'\) into \(+P'Q\), because \(PQ\) vanishes at both ends. With \(\rho=P^2+Q^2\),

\[
I=\int_0^\infty\left[-\frac Zr\rho+2cQ\left(P'-\frac Pr\right)-2c^2Q^2\right]dr. \tag{1}
\]

### Repulsion and exchange

Because \((\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1\), each electron has the spherical density \(\rho/4\pi r^2\). For the same reason, the product \(\psi_\uparrow^\dagger\psi_\downarrow\) is proportional to \(\chi_\uparrow^\dagger\chi_\downarrow=0\) in both components. The exchange energy between the partners is built from this product and vanishes. What remains is the direct repulsion

\[
F=\int_0^\infty\rho Y\,dr,\qquad Y(r)=\frac1r\int_0^r\rho(s)\,ds+\int_r^\infty\frac{\rho(s)}s\,ds ,
\]

and the total energy is \(E=2I+F\).

Now make \(2I+F-2\varepsilon(\int\rho\,dr-1)\) stationary. The density enters \(F\) twice, so \(\delta F=2\int Y\,\delta\rho\,dr\). Variation of \(Q\), after division by 4, and of \(P\), after a partial integration and the same division, gives

\[
c\left(P'-\frac Pr\right)=(\varepsilon-V+2c^2)\,Q, \tag{2}
\]
\[
-c\left(Q'+\frac Qr\right)=(\varepsilon-V)\,P,\qquad V=-\frac Zr+Y. \tag{3}
\]

Multiplying (2) by \(Q\) and (3) by \(P\), adding and integrating gives \(\varepsilon=I+F\). Hence

\[
E=2I+F=2\varepsilon-F. \tag{4}
\]

The sum \(2\varepsilon\) counts the repulsion twice, and \(-F\) removes the excess.

### The one-electron case

For \(Y=0\), try \(P=r^\gamma e^{-ar}\) and \(Q=-kP\). Comparing the terms in \(1/r\) and the constants in (2) and (3) gives

\[
c(1-\gamma)=kZ,\quad ca=k(\varepsilon+2c^2),\quad ck(1+\gamma)=Z,\quad \varepsilon=-cka .
\]

The first and third relations give \(\gamma=\sqrt{1-Z^2/c^2}\) and \(k^2=(1-\gamma)/(1+\gamma)\). Inserting the fourth into the second gives \(a=2ck/(1+k^2)=ck(1+\gamma)=Z\). Therefore

\[
\varepsilon=-ckZ=-c^2(1-\gamma)=c^2\left(\sqrt{1-Z^2/c^2}-1\right). \tag{5}
\]

In helium, \(Y\) is finite at the nucleus, so \(P\) and \(Q\) still start as \(r^\gamma\), with \(\gamma=0.99989349\). For a point nucleus this requires \(Z<c\).

### Self-consistent solution

Expand \(P=\sum_n a_nf_n\) and \(Q=\sum_n b_nf_n\) in 20 functions

\[
f_n=r^\gamma e^{-\lambda r}L_n^{(2\gamma)}(2\lambda r),\qquad n=0,\dots,19,
\]

where \(L_n^{(2\gamma)}\) are generalized Laguerre polynomials and \(\lambda=2\). Define

\[
S_{mn}=\int f_mf_n\,dr,\quad V_{mn}=\int f_mVf_n\,dr,\quad D_{mn}=\int f_m\left(f_n'-\frac{f_n}r\right)dr .
\]

Projecting (3) and (2) on the basis, with a partial integration in (3), gives

\[
\begin{pmatrix}V&cD^{T}\\cD&V-2c^2S\end{pmatrix}\begin{pmatrix}a\\b\end{pmatrix}=\varepsilon\begin{pmatrix}S&0\\0&S\end{pmatrix}\begin{pmatrix}a\\b\end{pmatrix}.
\]

This matrix has 20 eigenvalues below \(-c^2\), which represent the negative-energy branch. The 1s orbital is the next state up. The DHF solution is therefore a stationary point of the energy, not its minimum over all \(P\) and \(Q\).

Start with \(Y=0\), solve, compute \(Y\) from the new density, and repeat. The orbital energies of the first five cycles are \(-54.426\), \(-22.333\), \(-25.876\), \(-24.728\) and \(-25.055\) eV. They approach the limit from alternate sides and converge to

\[
\varepsilon=-24.979799\ \text{eV},\quad I=-52.894109\ \text{eV},\quad F=27.914310\ \text{eV}.
\]

By (4),

\[
E_{\rm DHF}=2(-52.894109)+27.914310=-77.873908\ \text{eV},
\]

which is \(-2.861813\) hartree.

A scaling argument checks this value. Replace \(P(r)\) by \(\sqrt s\,P(sr)\), and \(Q\) likewise. The norm is unchanged. Every term of \(E\) is multiplied by \(s\), except \(-4c^2\int Q^2dr\), which stays fixed. Since \(E\) is stationary at \(s=1\), the terms proportional to \(s\) must add to zero, leaving

\[
E=-4c^2\int_0^\infty Q^2\,dr .
\]

The computed weight \(\int Q^2dr=3.80989\times10^{-5}\) reproduces \(-77.873908\) eV when all digits are kept. The lower component is tiny, but it fixes the whole energy.

### Nonrelativistic limit

Set \(Q=W/c\). As \(c\to\infty\), (2) becomes \(W=\tfrac12(P'-P/r)\), and (3) becomes \(-(W'+W/r)=(\varepsilon-V)P\). Inserting the first into the second,

\[
-\frac12\left(P''-\frac{P'}r+\frac P{r^2}+\frac{P'}r-\frac P{r^2}\right)=(\varepsilon-V)P,
\]

so that

\[
-\tfrac12P''+VP=\varepsilon P. \tag{6}
\]

This is the HF equation, with \(\rho=P^2\). Its solution in the same kind of basis has

\[
E_{\rm HF}=-77.870280\ \text{eV}=-2.861680\ \text{hartree}.
\]

The difference asked for is

\[
\Delta E=E_{\rm DHF}-E_{\rm HF}=-0.0036285\ \text{eV}=-1.3335\times10^{-4}\ \text{hartree}.
\]

The orbital also contracts slightly: its mean radius falls from 0.4906920 to 0.4906654 angstrom.

## First-order perturbation theory

Let \(\eta=1/c^2\). In terms of \(P\) and \(W\), the density is \(\rho=P^2+\eta W^2\), and the stationary functional is

\[
2\int\left[-\frac Zr\rho+2W\left(P'-\frac Pr\right)-2W^2\right]dr+F-2\varepsilon\left(\int\rho\,dr-1\right).
\]

The parameter \(\eta\) now appears in \(\rho\) alone. When \(\eta\) changes, \(P\) and \(W\) change too, but stationarity removes their first-order effect on the energy. The explicit dependence remains, with \(\partial\rho/\partial\eta=W^2\):

\[
\left.\frac{dE}{d\eta}\right|_{\eta=0}=2\int\left(-\frac Zr+Y-\varepsilon\right)W^2dr .
\]

Using \(W=\tfrac12(P'-P/r)\) and multiplying by \(1/c^2\),

\[
E_1=\frac1{2c^2}\int_0^\infty(V-\varepsilon)\left(P'-\frac Pr\right)^2dr, \tag{7}
\]

where all quantities are those of HF.

As a check, take one electron without repulsion, for which the prefactor is halved. Then \(P'-P/r=-ZP\), \(\langle V\rangle=-Z^2\) and \(\varepsilon=-Z^2/2\). The result is \((Z^2/4c^2)(-Z^2/2)=-Z^4/8c^2\), in agreement with the expansion of (5).

Equation (7) contains the familiar relativistic terms. Let \(\varphi=P/(\sqrt{4\pi}\,r)\). Then \(\int(V-\varepsilon)(P'-P/r)^2dr=\int(V-\varepsilon)|\nabla\varphi|^2d^3r\). The product rule and (6) give

\[
|\nabla\varphi|^2=\tfrac12\nabla^2\varphi^2-\varphi\nabla^2\varphi,\qquad \nabla^2\varphi=2(V-\varepsilon)\varphi .
\]

Two partial integrations move the Laplacian from \(\varphi^2\) to \(V\). Poisson's equation gives \(\nabla^2V=4\pi Z\delta(\mathbf r)-4\pi\varphi^2\), so

\[
\int(V-\varepsilon)|\nabla\varphi|^2d^3r=2\pi Z\varphi(0)^2-2\pi\int\varphi^4d^3r-2\int(V-\varepsilon)^2\varphi^2d^3r .
\]

By (6), the last integral is \(\int(V-\varepsilon)^2P^2dr=\tfrac14\int(P'')^2dr\). Multiplication by \(1/2c^2\) yields

\[
E_1=-\frac1{4c^2}\int_0^\infty(P'')^2dr+\frac{\pi Z}{c^2}\varphi(0)^2-\frac\pi{c^2}\int\varphi^4d^3r. \tag{8}
\]

The first term is the mass-velocity correction, the reduction of the kinetic energy at given momentum. The second is the Darwin term of the nucleus. The third is the Darwin term of the electron repulsion; its sign is opposite because the source of the potential has the opposite charge. No spin-orbit term appears for this closed s shell.

In the order of (8), the HF orbital gives

\[
E_1=-0.0191302+0.0163697-0.0008677=-0.0036282\ \text{eV},
\]

or \(-1.3333\times10^{-4}\) hartree. Direct evaluation of (7) gives the same value.

## Comparison

| Shift | eV |
|---|---:|
| Scaling, \(\zeta=1.6875\) | \(-0.0029\) |
| First order, \(E_1\) | \(-0.0036282\) |
| DHF minus HF | \(-0.0036285\) |

The scaling estimate has the right sign and size, but its magnitude is 19% below the DHF-HF difference. The error lies in the shape of the orbital. For the screened orbital \(P'-P/r=-\zeta P\). With \(\varepsilon\) taken as its expectation value in the mean field, \(\langle V\rangle-\varepsilon\) is minus the kinetic energy, \(-\zeta^2/2\). Equation (7) then returns \(-\zeta^4/4c^2\), the scaling estimate itself. Equation (8) equals (7) only for an orbital that satisfies (6); with the screened orbital it gives \((-\tfrac54\zeta^4+Z\zeta^3-\tfrac18\zeta^3)/c^2\), or \(-0.0016\) eV, which is further off. A single exponential cannot follow a mean field that changes from \(-Z/r\) near the nucleus to \(-(Z-1)/r\) far away; the HF orbital does. The unscreened estimate is 60% too large.

First-order theory does account for the difference. It leaves \(-3.5\times10^{-7}\) eV, a fraction of about \(1\times10^{-4}\) of \(\Delta E\). If this remainder is of order \(1/c^4\), halving \(c\) should multiply it by about 16. Repeating the full DHF calculation with \(c/2\) and \(c/4\) gives successive factors of 16.01 and 16.02; the small excess over 16 comes from the \(1/c^6\) term and grows as \(c\) falls.

The two-electron Darwin term is needed for this agreement. Without it the sum is \(-0.0027605\) eV, whose magnitude is 24% too small. The term matters because the two larger contributions nearly cancel.

The expansion of (5) indicates where first order becomes inadequate. For one electron, the second relativistic term divided by the first is \(Z^2/2c^2\). This is \(1.1\times10^{-4}\) for \(Z=2\), close to the fraction found here, but 0.17 for \(Z=80\).

These energies belong to a model and are not measured values. Electron correlation, the Breit interaction, quantum electrodynamics, and the size and recoil of the nucleus are left out. The Breit interaction is itself of order \(1/c^2\), so \(E_1\) is the leading relativistic shift of this mean-field Coulomb model, not the complete leading shift of helium.

The numerical check includes a second DHF calculation in Gaussian functions with closed-form integrals, which gives \(-77.87390\) eV. It solves the same radial equations (1)–(3), so it tests the basis and the integration but not the reduction from four components to \(P\) and \(Q\). That reduction rests on the derivation above; a numerical test confirms one step of it, that the spin partners have no transition density. A packaged HF calculation (\(-77.87027\) eV) agrees with the nonrelativistic energy, but this tests only the limit \(c\to\infty\).

## Values computed for the example and the checks

```
nuclear charge Z: 2
speed of light: 137.035999 atomic units
one hartree: 27.211386 eV
one bohr: 0.52917721 angstrom
basis functions per component: 20
basis exponent lam: 3.7795 1/angstrom
gamma for helium: 0.99989349
DHF orbital energy, cycle 1: -54.425671 eV
DHF orbital energy, cycle 2: -22.332976 eV
DHF orbital energy, cycle 3: -25.875782 eV
DHF orbital energy, cycle 4: -24.728177 eV
DHF orbital energy, cycle 5: -25.054694 eV
DHF orbital energy, cycle 6: -24.957878 eV
DHF orbital energy, cycle 7: -24.986247 eV
DHF orbital energy, converged: -24.979799 eV
HF orbital energy, converged: -24.978843 eV
DHF one-body energy I per electron: -52.894109 eV
DHF repulsion energy F: 27.914310 eV
DHF total energy: -2.8618133 hartree
DHF total energy: -77.873908 eV
HF total energy: -2.8616800 hartree
HF total energy: -77.870280 eV
DHF minus HF: -1.3335e-04 hartree
DHF minus HF: -0.0036285 eV
weight of lower component: 3.80989e-05
DHF energy from -4c^2 int Q^2: -77.873908 eV
mean radius, HF: 0.4906920 angstrom
mean radius, DHF: 0.4906654 angstrom
change of mean radius: -2.652e-05 angstrom
mass-velocity term: -0.0191303 eV
nuclear Darwin term: 0.0163698 eV
two-electron Darwin term: -0.0008677 eV
sum of the three terms: -0.0036282 eV
sum without two-electron Darwin: -0.0027606 eV
E1 from compact formula: -1.3333e-04 hartree
E1 from compact formula: -0.0036282 eV
remainder DHF - HF - E1: -3.46e-07 eV
remainder as fraction of difference: 9.5e-05
remainder ratio, c/2 to c: 16.08
remainder ratio, c/4 to c/2: 16.04
Gaussian-basis DHF energy: -77.87390 eV
Gaussian-basis HF energy: -77.87027 eV
Gaussian-basis difference: -0.003628 eV
packaged driver minus DHF: 4.58e+01 eV
packaged driver reports convergence: True
one-electron test, Z: 10
one-electron test, solver: -1362.385455 eV
one-electron test, closed formula: -1362.385455 eV
```
